# Equilibrium dopant segregation at a gate-oxide interface

## Problem

A hafnium-oxide gate dielectric contains an isovalent dopant, which replaces hafnium without adding charge. Moving one dopant from the bulk of the oxide to a particular interface layer, in exchange for a host cation, releases $E=0.5$ eV. The oxide is annealed at $T=1273$ K.

(a) At equilibrium the bulk dopant fraction is $x_b=0.01$. What fraction $x_i$ of the cation sites in the interface layer holds dopants?

(b) A film of nine cation layers, one of them the interface layer, starts with the dopant fraction 0.01 in every layer. Does it reach the interface fraction found in (a)?

Each cation site holds either one dopant or one host cation. The oxide stays a single phase, dopants do not interact, and the exchange changes no vibrational entropy. The last two assumptions are relaxed below.

## A tempting solution

The thermal energy is $kT=0.1097$ eV, so the Boltzmann factor is

$$
K=e^{E/kT}=e^{4.558}=95.39 .
$$

An interface site is favoured over a bulk site by this factor. It is tempting to multiply the bulk fraction by it:

$$
x_i\overset{?}{=}Kx_b=95.39\times0.01=0.954 .
$$

For part (b), the same reasoning would assign this value to the film, because the film also "has a dopant fraction of 0.01".

## Where it fails

The first error is visible if $E$ is raised slightly. Once $E$ exceeds $kT\ln100\approx0.505$ eV, $Kx_b$ exceeds one, which is impossible for a fraction of sites.

A dopant can enter the interface only where a host cation is still present to be exchanged. The supply of such sites is proportional to $1-x_i$. The tempting solution sets this factor to one. That is justified when the *interface* is dilute; a dilute bulk is not enough.

The second error concerns the meaning of 0.01. In (a) it is the bulk fraction after equilibration. In (b) it is the fraction before dopants leave the bulk for the interface.

## Solution of part (a)

Let there be $N_i$ interface sites, $N_b$ bulk sites and $n$ dopants, $k$ of them at the interface. Relative to all dopants being in the bulk, the energy is $-kE$. In the products $kE$ and $N_i-k$ below, $k$ is this number; in $kT$ it is Boltzmann's constant. The statistical weight of all arrangements with a given $k$ is

$$
W(k)=\binom{N_i}{k}\binom{N_b}{n-k}e^{kE/kT},
$$

where the exponent means the energy released, $k$ times $E$, divided by the thermal energy.

Moving one more dopant to the interface changes the two binomial factors by

$$
\frac{\binom{N_i}{k+1}}{\binom{N_i}{k}}=\frac{N_i-k}{k+1},
\qquad
\frac{\binom{N_b}{n-k-1}}{\binom{N_b}{n-k}}=\frac{n-k}{N_b-n+k+1}.
$$

Hence

$$
\frac{W(k+1)}{W(k)}=
\frac{N_i-k}{k+1}\,
\frac{n-k}{N_b-n+k+1}\,K .
$$

This ratio falls as $k$ grows, so $W$ has a single peak, located where the ratio passes through one. For large numbers the added ones are negligible. With $k=N_ix_i$ and $n-k=N_bx_b$, the peak condition becomes

$$
\frac{1-x_i}{x_i}\,\frac{x_b}{1-x_b}\,K=1,
$$

or

$$
\boxed{\frac{x_i}{1-x_i}=\frac{x_b}{1-x_b}\,e^{E/kT}} .
$$

The Boltzmann factor therefore multiplies the odds of occupation, not the fraction itself. Calling the right-hand side $a$,

$$
x_i=a(1-x_i)\quad\Rightarrow\quad x_i(1+a)=a
\quad\Rightarrow\quad x_i=\frac{a}{1+a}.
$$

The numbers are

$$
a=95.39\times\frac{0.01}{0.99}=0.9635,
\qquad
x_i=\frac{0.9635}{1.9635}=0.491 .
$$

About 49% of the interface sites hold dopants. The tempting answer was nearly twice as large.

The law can be compared with a full sum over $k$ using the weights $W(k)$. For 400 interface sites, 400,000 bulk sites and 4200 dopants, the sum gives a mean interface fraction of 0.4910 and a mean bulk fraction of 0.010009. The law evaluated at that bulk fraction agrees within the test tolerance of 0.0005 in $x_i$.

### Limits and sensitivity

If $a\ll1$ and $x_b\ll1$, then $x_i\approx Kx_b$, and the tempting formula is recovered. If $E=0$, then $K=1$ and $x_i=x_b$. If $a\gg1$, then $x_i$ approaches one and the interface saturates.

Half filling requires $a=1$, and therefore

$$
E_{1/2}=kT\ln\frac{1-x_b}{x_b}=0.504\ \text{eV}.
$$

The given energy lies just below this value, which is why the answer lies just below one half. This is also where the fraction responds most strongly to energy. At fixed $T$ and $x_b$, differentiating $\ln[x_i/(1-x_i)]=\ln a$ gives

$$
\frac{1}{x_i(1-x_i)}\frac{dx_i}{dE}=\frac1{kT}
\quad\Rightarrow\quad
\frac{dx_i}{dE}=\frac{x_i(1-x_i)}{kT},
$$

and $x_i(1-x_i)$ is largest at $x_i=1/2$. Energies of 0.4 and 0.6 eV give $x_i=0.28$ and 0.71. An uncertainty of 0.1 eV thus matters far more than the third digit of the answer.

## Solution of part (b)

Let $L=8$ be the number of bulk layers and $\bar x=0.01$ the initial fraction in all nine layers. All layers have the same number of cation sites. The dopant content, measured in full layers, is

$$
M=(L+1)\bar x=0.09 .
$$

Even if every dopant moved to the interface, $x_i$ could not exceed 0.09. The film cannot reach 0.49, whatever the segregation energy.

To find its actual equilibrium, write conservation of dopants as $x_i+Lx_b=M$. Then

$$
x_b=\frac{M-x_i}{L},\qquad
1-x_b=\frac{L-M+x_i}{L}.
$$

Insert these into $x_i(1-x_b)=K(1-x_i)x_b$ and multiply by $L$:

$$
x_i(L-M+x_i)=K(1-x_i)(M-x_i).
$$

Expanding both sides gives

$$
x_i^2+(L-M)x_i=K\left[M-(1+M)x_i+x_i^2\right],
$$

and collecting terms gives

$$
(K-1)x_i^2-Bx_i+KM=0,\qquad B=K(1+M)+L-M .
$$

The left side is $KM>0$ at $x_i=0$ and $-(L+1)(1-\bar x)<0$ at $x_i=1$. Since $K>1$, it becomes positive again at large $x_i$. The smaller root therefore lies between zero and one, and the larger root is unphysical.

For this film, $B=95.387\times1.09+7.91=111.88$ and $KM=8.585$. Thus

$$
x_i=\frac{111.88-\sqrt{111.88^2-4(94.387)(8.585)}}{2(94.387)}
\approx0.082 .
$$

The bulk fraction falls to

$$
x_b=\frac{0.09-0.08247}{8}=0.00094 .
$$

Most of the dopant has moved to the interface, yet the interface remains mostly host because the supply was small.

To finish with $x_b=0.01$ and the interface fraction from (a), the same film must start with

$$
\bar x=\frac{x_i+Lx_b}{L+1}
=\frac{0.4907+0.08}{9}=0.063 .
$$

Alternatively, keep the initial fraction at 0.01 and make the film thicker. Conservation gives

$$
x_i+Lx_b=L\bar x+\bar x
\quad\Rightarrow\quad
L=\frac{x_i-\bar x}{\bar x-x_b}.
$$

To reach 90% of the fraction in (a), set $x_i=0.4416$. The segregation law then requires $x_b=0.008224$, and

$$
L=\frac{0.4416-0.01}{0.01-0.008224}\approx243 .
$$

With a layer spacing of 0.33 nm, this is a film about 80 nm thick.

## What the ideal model leaves out

**Interactions.** At half filling, interface dopants are close together. In a mean-field estimate, add the energy $wk^2/(2N_i)$, where $k$ is again the number of interface dopants and $w>0$ means repulsion. For large $N_i$, adding one dopant costs $wk/N_i=wx_i$, so $E$ is replaced by $E-wx_i$:

$$
\frac{x_i}{1-x_i}=a\,e^{-wx_i/kT}.
$$

With final $x_b=0.01$ held fixed, $w=+0.1$ eV gives $x_i=0.40$, and $w=-0.1$ eV gives 0.63. Strong attraction can produce several solutions, though only when $\ln a<-2$, that is, at a smaller bulk fraction or energy than in this problem. Taking logarithms, the function

$$
\ln\frac{x_i}{1-x_i}+\frac{w x_i}{kT}
$$

must equal $\ln a$. Its slope is $1/[x_i(1-x_i)]+w/kT$. The first term is at least 4, so the solution is unique for every bulk fraction if $w>-4kT=-0.44$ eV.

**Entropy and temperature.** If the exchange also changes the vibrational entropy by $s$ Boltzmann constants, the free energy released is $E+skT$, and $K$ is multiplied by $e^s$. For $s=-1$ and $+1$, the interface fraction is 0.26 and 0.72. With $s=0$ and both $E$ and final $x_b$ fixed, it is 0.59 at 1173 K and 0.41 at 1373 K. Cooling favours segregation at equilibrium, but the dopants must still be mobile enough to follow.

**Time.** Suppose a dopant hops between neighbouring bulk layers at rate $\nu$ in each direction. In a bulk layer with bulk layers on both sides, the dopant fraction $y_j$ obeys

$$
\frac{dy_j}{dt}=\nu(y_{j+1}-2y_j+y_{j-1}),
$$

which for slow spatial variation is diffusion with $D=\nu d^2$, where $d=0.3293$ nm is the layer spacing. Let hops into the interface have the same basic rate and hops out be slower by $K$. The net flow into it is

$$
\nu\left[y_1(1-y_0)-\frac{y_0(1-y_1)}{K}\right],
$$

where $y_0$ is the interface fraction and $y_1$ that of the adjacent layer. The products of fractions treat the occupations of the two layers as uncorrelated, which requires that dopants also mix by hopping within the layers. No dopant leaves the film at either end. Setting this flow to zero recovers the segregation law. For the nine-layer film loaded uniformly at 0.063, numerical integration shows that 95% of the rise in interface fraction takes $77.6/\nu$. Completing it in 1 s requires

$$
D=\frac{77.64\,(0.3293\ \text{nm})^2}{1\ \text{s}}
\approx8.4\times10^{-14}\ \text{cm}^2/\text{s}.
$$

A smaller diffusivity leaves the interface further from equilibrium in this model.

**Charge.** The coverage of part (a), $x_i=0.49$, corresponds to $4.5\times10^{14}$ dopants per cm². If each carried one uncompensated elementary charge, the sheet charge would be $\sigma=72\ \mu\text{C/cm}^2$. For a charged sheet in a uniform dielectric, Gauss's law fixes the total flux, and symmetry sends half of it to each side. With a rough relative permittivity of 20,

$$
F=\frac{\sigma}{2\varepsilon_0\varepsilon_r}\approx20\ \text{MV/cm}.
$$

This is about four times a rough breakdown field of 5 MV/cm. The film of part (b), with $x_i=0.082$, would give 12 $\mu$C/cm² and about 3.4 MV/cm, comparable to but below that value. In a real stack the sheet lies between different dielectrics and close to conductors, so the flux does not divide equally and the field on each side depends on the layer thicknesses and permittivities. The result for neutral dopants cannot be transferred to charged ones without including their compensation and electrostatic energy.

## Relation to a real gate stack

A film about 3 nm thick and a short anneal near 1273 K are in the regime of gate-first hafnium-oxide processing, in which the oxide is already in place during the high-temperature anneal. The cation density used here, 28 nm⁻³, is a rough value, and the layer spacing comes from treating the cations as a simple cubic array. The energy of 0.5 eV is a model parameter, not a value established for a named dopant. For a thin film initially doped at 0.01, the large-reservoir assumption fails: finite supply alone lowers the calculated fraction from 0.49 to 0.08. Equilibrium is a separate assumption. Cations usually diffuse slowly in such oxides, so the calculated fractions should be read as equilibrium values, not as predictions for a short anneal. The diffusivity required above is for the nine-layer film loaded at 0.063. In the same model, the 80 nm film needs a much larger one to approach equilibrium in the same time, because its dopants must come from farther away. Other attractive interfaces or grain boundaries would compete for the same supply. If a second phase forms, its equilibrium with the oxide must be included, and the single-phase calculation no longer suffices.

## Computed results

```
Temperature: 1273 K
Segregation energy E: 0.500 eV
Final bulk fraction: 0.0100
Thermal energy kT: 0.10970 eV
E/kT: 4.5579
Enrichment factor K: 95.387
Bulk odds x_b/(1-x_b): 0.010101
Interface odds a: 0.96350
Interface fraction, reservoir: 0.49071
Dilute estimate K*x_b: 0.9539
Half-filling energy: 0.50408 eV
Exact finite-count fraction at half-filling E: 0.50003
Exact count: interface fraction 0.49096
Exact count: bulk fraction 0.010009
Cation density, rough input: 28.0 nm^-3
Layer spacing: 0.3293 nm
Areal site density: 9.221e+14 cm^-2
Interface dopant density: 4.525e+14 cm^-2
Film: 9 layers, 2.964 nm
Film loaded at 0.01: total per site area 0.0900 layer
Film loaded at 0.01: interface fraction 0.08247
Film loaded at 0.01: final bulk fraction 0.000941
Load for final bulk 0.01: 0.06341
90% of reservoir interface fraction: 0.44164
Bulk fraction at that 90% level: 0.008224
Bulk layers for 90% from load 0.01: 243.0
Thickness for 90%: 80.4 nm
Interface fraction at E=0.4 eV: 0.2791
Interface fraction at E=0.6 eV: 0.7057
Interface fraction at 1173 K: 0.5870
Interface fraction at 1373 K: 0.4087
Interface fraction, excess entropy -1 k_B: 0.2617
Interface fraction, excess entropy +1 k_B: 0.7237
Interface fraction, interaction w=-0.1 eV: 0.6315
Interface fraction, interaction w=+0.1 eV: 0.4007
Attraction limit for uniqueness, |w|: 0.4388 eV
Hopping time to 95% of rise: 77.64 inverse hop rates
Anneal time: 1.0 s
Diffusivity needed for 95%: 8.420e-14 cm^2/s
Relative permittivity, rough input: 20
Uncompensated sheet charge: 72.49 uC/cm^2
Field on each side: 20.47 MV/cm
Breakdown field, rough input: 5 MV/cm
Charge field / breakdown field: 4.09
```
